# Longitudinal Field of the Landau–Lifshitz–Bloch Equation from Mean-Field Free Energy

When a short heat pulse brings a magnetic recording layer close to its Curie temperature, the magnetization changes its length as well as its direction. An equation of motion that fixes the length cannot describe this. The Landau–Lifshitz–Bloch equation lets the length relax, and therefore needs a field along the magnetization that drives it towards its equilibrium value. Mean-field theory gives the form of this field, an estimate of its strength, and the range of lengths over which the form holds within that theory.

## 1. Result and conventions

Consider a ferromagnet of equal spins \(S\), in Gaussian units. Each spin has moment \(\mu=gS\mu_B\), with \(\mu_B=e\hbar/(2m_{\rm el}c)\). The spin axis is labelled so that positive projection \(M\) means a moment along the field. The reduced magnetization is \(\mathbf m=\langle\mathbf S\rangle/S\), with length \(m\). Exchange is isotropic, and the magnetization is uniform over the cell considered.

Let \(m_e(T)>0\) be the equilibrium length at zero field for \(T<T_c\), and define the longitudinal susceptibility on this ordered branch by

\[
\chi=\left(\frac{\partial m}{\partial H}\right)_{H\to0^+}.
\]

This \(\chi\) has the unit of inverse field. The volume susceptibility is \(M_s\chi\), where \(M_s\) is the moment density at \(m=1\). The longitudinal field is

\[
\boxed{\;\mathbf H_\parallel=\frac{1}{2\chi}\left(1-\frac{m^2}{m_e^2}\right)\mathbf m\;}
\tag{1}
\]

At fixed \(T<T_c\) it reproduces the mean-field force to first order in \(m-m_e\). As \(T\to T_c\) it becomes accurate for all \(m\) up to order \(m_e\). Applied, anisotropy and dipolar fields are added separately.

## 2. Free energy at prescribed magnetization

Let the exchange energy be \(-\tfrac12\sum_{ij}J_{ij}\mathbf S_i\cdot\mathbf S_j\), and put \(J_0=S^2\sum_jJ_{ij}\). The Gibbs variational principle says that \(\langle\mathcal H\rangle-T\mathcal S\), evaluated in any trial state, is an upper bound to the free energy (\(\mathcal S\) is the entropy). Mean-field theory takes a product of identical one-spin states. Different spins are then uncorrelated, and the exchange energy per spin is \(-J_0m^2/2\).

The entropy must be maximized with \(m\) held fixed. With the axis along \(\mathbf m\), a Lagrange multiplier \(\xi\) gives the occupations

\[
p_M=\frac{e^{M\xi/S}}{Z(\xi)},\qquad
Z=\sum_{M=-S}^{S}e^{M\xi/S},\qquad
m=\frac{d\ln Z}{d\xi}\equiv B(\xi).
\]

Since \(\ln p_M=M\xi/S-\ln Z\), the entropy is \(-k\sum_Mp_M\ln p_M=k(\ln Z-m\xi)\). The zero-field free energy per spin is therefore

\[
f(m)=-\frac{J_0m^2}{2}+kT\,[\,m\xi-\ln Z(\xi)\,],\qquad \xi=B^{-1}(m).
\tag{2}
\]

In its derivative the two terms containing \(d\xi/dm\) cancel, because \(d\ln Z/d\xi=m\):

\[
f'=-J_0m+kT\left(\xi+m\frac{d\xi}{dm}-B\frac{d\xi}{dm}\right)=kT\xi-J_0m.
\tag{3}
\]

An external field adds \(-\mu mH\), so equilibrium requires \(f'=\mu H\). Hence \(-f'/\mu\) is the internal longitudinal field: it is minus the external field that would hold the spins at the prescribed \(m\).

At \(H=0\), with \(\beta=1/kT\), equation (3) gives \(m_e=B(\beta J_0m_e)\) and \(\xi_e=\beta J_0m_e\). For small \(\xi\), \(B\approx a\xi\), where \(a\) is the mean of \(M^2/S^2\) over equally occupied levels:

\[
a=\frac{S+1}{3S}.
\]

A nonzero solution first appears when \(\beta J_0a=1\), so \(kT_c=aJ_0\).

## 3. Curvature and susceptibility

Differentiate \(m=B(\beta J_0m+\beta\mu H)\) with respect to \(H\):

\[
\chi=B'(\beta J_0\chi+\beta\mu)
\quad\Rightarrow\quad
\chi=\frac{\beta\mu B'}{1-\beta J_0B'},
\tag{4}
\]

with \(B'\) taken at \(\xi_e\). Differentiating (3), with \(d\xi/dm=1/B'\), gives

\[
f''(m_e)=\frac{kT}{B'}-J_0=\frac{kT(1-\beta J_0B')}{B'}=\frac{\mu}{\chi}.
\tag{5}
\]

A large susceptibility thus means a shallow minimum and a weak restoring field.

Without anisotropy, \(f\) depends on \(\mathbf m\) only through \(u=m^2\). Write \(f=\phi(u)\) and \(u_e=m_e^2\). The chain rule gives

\[
f'=2m\phi',\qquad f''=2\phi'+4m^2\phi''.
\]

At equilibrium \(\phi'=0\), so \(\phi''(u_e)=f''(m_e)/(4m_e^2)=\mu/(4\chi m_e^2)\). To second order in \(u-u_e\),

\[
f\simeq f(m_e)+\frac{\mu}{8\chi m_e^2}(m^2-m_e^2)^2.
\tag{6}
\]

The gradient of \((m^2-m_e^2)^2\) with respect to \(\mathbf m\) is \(4(m^2-m_e^2)\mathbf m\). Therefore

\[
\mathbf H_\parallel=-\frac1\mu\frac{\partial f}{\partial\mathbf m}
=-\frac{m^2-m_e^2}{2\chi m_e^2}\,\mathbf m,
\]

which is (1). The field lengthens \(\mathbf m\) when \(m<m_e\) and shortens it when \(m>m_e\). For \(m=m_e+\delta\), \(1-m^2/m_e^2\approx-2\delta/m_e\), and (1) reduces to \(-\delta/\chi\). The factor \(1/2\) in (1) is cancelled by the 2 from squaring.

## 4. The first correction

A straight line \(-\delta/\chi\) would have the same first-order accuracy. Expanding in \(m^2\) also keeps the field odd in \(\mathbf m\), and its error can be found from the next term. Since \(\phi'(u)=\phi''(u-u_e)+\tfrac12\phi'''(u-u_e)^2+\dots\), with derivatives taken at \(u_e\),

\[
\frac{H_{\rm mf}}{H_\parallel}=1+\kappa\left(\frac{m^2}{m_e^2}-1\right)+\dots,\qquad
\kappa=\frac{u_e\phi'''}{2\phi''},
\tag{7}
\]

where \(H_{\rm mf}=-f'/\mu\) is the full mean-field force. To express \(\kappa\) through \(B\), differentiate \(f''\) once more: \(f'''=12m\phi''+8m^3\phi'''\). Dividing by \(f''=4m_e^2\phi''\) gives

\[
\frac{m_ef'''}{f''}=3+\frac{2u_e\phi'''}{\phi''}=3+4\kappa,
\qquad
\kappa=\frac14\left(\frac{m_ef'''}{f''}-3\right).
\]

From \(f''=kT/B'-J_0\) and \(d\xi/dm=1/B'\), one finds \(f'''=-kT\,B''/B'^3\).

## 5. Limits in temperature

**Just below \(T_c\).** Put \(t=T/T_c\) and expand \(B=a\xi-b\xi^3+\dots\). The cubic coefficient is fixed by the fourth cumulant of \(M/S\) over equally occupied levels. With \(\overline{M^4}=S(S+1)(3S^2+3S-1)/15\),

\[
b=\frac16\left(3a^2-\frac{\overline{M^4}}{S^4}\right)=\frac{(S+1)(2S^2+2S+1)}{90S^3}>0.
\]

Inversion gives \(\xi=m/a+bm^3/a^4+\dots\). Inserting this in (3), with \(kT=taJ_0\),

\[
f'=-J_0(1-t)m+J_0\frac{tb}{a^3}m^3.
\tag{8}
\]

Its nonzero root and the curvature there are

\[
m_e^2=\frac{(1-t)a^3}{tb},\qquad f''(m_e)=2J_0(1-t),\qquad
\chi=\frac{\mu}{2J_0(1-t)}.
\]

Substitution turns \(-f'/\mu\) into (1) for every \(m\) of order \(m_e\). The omitted \(m^6\) term of \(f\) has a finite coefficient, so \(\phi'''\) stays finite and \(\kappa\propto m_e^2\propto1-t\).

**Above \(T_c\).** The minimum is at \(m=0\), where (8) has slope \(J_0(t-1)=\mu/\chi\). Then

\[
\mathbf H_\parallel=-\frac{1}{\chi}\left(1+\frac{b}{a^3}\frac{t}{t-1}m^2\right)\mathbf m.
\]

The prefactor is \(1/\chi\), not \(1/(2\chi)\), because the expansion point has moved to the origin. For classical spins, \(S\to\infty\), \(a=1/3\), \(b=1/45\) and \(b/a^3=3/5\).

**Low temperature.** The first excited level has relative weight \(\varepsilon=e^{-\beta J_0/S}\ll1\). Then \(1-m_e\approx\varepsilon/S\), \(B'\approx\varepsilon/S^2\) and \(B''\approx-\varepsilon/S^3\). Equation (4) gives \(\chi\approx\beta\mu\varepsilon/S^2\), and the formula for \(\kappa\) gives \(\kappa\approx S/(4\varepsilon)\). The correction in (7) is small only if \(|m-m_e|\ll2\varepsilon/S\), that is, only if the deviation is small compared with \(1-m_e\). The quartic form also allows \(m>1\), which spins cannot reach. Outside this window the force must be taken from (3). The kinetic coefficient that multiplies the force near equilibrium (Section 6) then also changes with \(m\).

## 6. Free energy and relaxation

Another functional is available in mean-field theory:

\[
G(m)=\frac{J_0m^2}{2}-kT\ln Z(\beta J_0m),\qquad G'=J_0[m-B(\beta J_0m)].
\]

It has the same stationary points as \(f\), but \(G''=J_0(1-\beta J_0B')\), so at equilibrium \(G''/f''=\beta J_0B'\). This ratio tends to one at \(T_c\) and is smaller below it. Which slope appears in the equation of motion depends on the transition rates. The following kinetic model leads to \(f\).

Let a bath cause transitions \(M\leftrightarrow M+1\) in the instantaneous molecular field, with \(\xi_0=\beta(J_0m+\mu H)\). The upward and downward rates are \(wa_Me^{\xi_0/2S}\) and \(wa_Me^{-\xi_0/2S}\), where \(a_M=S(S+1)-M(M+1)\) and \(w\) is a bath rate. Their ratio obeys detailed balance. Then

\[
S\frac{dm}{dt}=w\sum_Ma_M\left(p_Me^{\xi_0/2S}-p_{M+1}e^{-\xi_0/2S}\right).
\]

Approximate the occupations during relaxation by \(p_M\propto e^{M\xi/S}\), with \(\xi=B^{-1}(m)\) now different from \(\xi_0\). Then \(p_{M+1}=e^{\xi/S}p_M\). Let \(A=\sum_Ma_Mp_M\). Shifting the summation index gives \(\sum_Ma_Mp_{M+1}=\sum_Ma_{M-1}p_M\), and \(a_{M-1}-a_M=2M\). Hence

\[
(e^{\xi/S}-1)A=2\sum_MMp_M=2Sm,
\]

\[
\frac{dm}{dt}=2wm\,e^{\xi_0/2S}\,\frac{1-e^{(\xi-\xi_0)/S}}{e^{\xi/S}-1}.
\]

By (3), \(kT(\xi-\xi_0)=f'-\mu H\). For these rates the driving force is therefore the slope of \(f\). Near equilibrium at small \(H\), \(1-e^{(\xi-\xi_0)/S}\approx-(\xi-\xi_0)/S\), and the remaining factors may be evaluated at \(\xi_e\):

\[
\frac{dm}{dt}=L\,(H_\parallel+H),\qquad
L=\frac{w\beta\mu m_e}{S\sinh(\xi_e/2S)}.
\tag{9}
\]

The longitudinal term of the Landau–Lifshitz–Bloch equation is \(\gamma\alpha_\parallel(\mathbf m\cdot\mathbf H_{\rm eff})\mathbf m/m^2\), with \(\gamma\) the gyromagnetic ratio, so \(L=\gamma\alpha_\parallel\). With \(H_\parallel\approx-\delta/\chi\), a small deviation decays in the time \(\tau=\chi/L\). Near \(T_c\), \(\sinh x\approx x\) and \(m_e/\xi_e=kT/J_0\) give \(L\to2w\mu/J_0\). This is finite, so for constant \(w\) the divergence of \(\chi\) slows the relaxation.

Other rates can give another form. If the bath redraws each spin from its local equilibrium at a constant rate \(\nu\), then \(dm/dt=\nu[B(\xi_0)-m]\), which at \(H=0\) equals \(-\nu G'/J_0\). A force is thus meaningful only together with its own coefficient, and \(L\) in (9) belongs to \(f\).

## 7. Worked numbers

The parameters are rough typical values in the regime of bulk CrI\(_3\): \(T_c=60\) K, \(S=3/2\), \(g=2\), hence \(\mu=3\mu_B=0.01737\) meV/kOe. The temperature is 54 K, or \(0.9\,T_c\). With \(a=5/9\), \(J_0=9.307\) meV; also \(kT=4.653\) meV, so \(\beta J_0=2.000\).

The equilibrium condition gives \(m_e=0.4788\) and \(\xi_e=0.9576\), where \(B'=0.4037\) and \(B''=-0.2486\). Equation (4) yields

\[
\chi=\frac{(0.01737/4.653)(0.4037)}{1-0.8074}\ \text{kOe}^{-1}=0.00782\ \text{kOe}^{-1},
\]

\[
\frac1{2\chi}=63.9\ \text{kOe},\ \text{equivalent to }6.39\ \text{T}.
\]

Differentiating the equilibrium magnetization numerically with respect to \(H\) gives the same \(\chi\) to the digits shown.

For the correction, \(f'''=4.653\times0.2486/0.4037^3=17.6\) meV and \(f''=2.221\) meV. Thus \(m_ef'''/f''=3.79\) and \(\kappa=0.198\). As an example of (1), at \(m=0.9\,m_e\) the field is \(63.9\times0.19\times0.4309\approx5.2\) kOe. In kOe:

| \(m/m_e\) | full force (3) | equation (1) | (1) with \(\kappa\) |
|---|---:|---:|---:|
| 0.50 | 10.02 | 11.48 | 9.78 |
| 0.80 | 8.24 | 8.82 | 8.19 |
| 0.90 | 5.05 | 5.24 | 5.04 |
| 1.10 | −7.38 | −7.07 | −7.37 |

Relative to the full force, (1) is about 4% too strong at \(0.9\,m_e\) and 15% too strong at \(0.5\,m_e\). Near \(m=0\), the ratio of full force to (1) is 0.838 at \(0.9\,T_c\), 0.984 at \(0.99\,T_c\) and 0.998 at \(0.999\,T_c\), in line with Section 5.

The free energy can be tested by counting states. Take \(N\) spins coupled equally through their longitudinal components, with energy \(-J_0Nm^2/2\), and let \(W(m)\) be the number of states at magnetization \(m\). The counted \(\xi\) is \(-\partial\ln W/\partial(Nm)\). For \(N=4096\) and \(m=0.383\), this gives a field of 8.27 kOe, against 8.24 kOe from (3).

In an applied field of 10 kOe, equilibrium under (1) requires \(H+H_\parallel=0\). Writing \(m=m_e+\delta\) and expanding the cubic,

\[
\delta+\frac{3\delta^2}{2m_e}+\frac{\delta^3}{2m_e^2}=\chi H=0.0782.
\]

The solution is \(\delta=0.0646\), and the full mean-field value is 0.0616. The linear estimate 0.0782 is too large because the minimum stiffens as \(m\) grows. Positive \(\kappa\) stiffens it further, which is why (1) still overshoots.

For the relaxation, \(L/w=0.003669\) kOe\(^{-1}\), so \(\tau=0.00782/(0.003669\,w)=2.13/w\). At \(0.99\,T_c\) it is \(24.6/w\). The slowest rate of the full linearized master equation, without the exponential approximation for \(p_M\), is 0.976 of \(L/\chi\) at \(0.9\,T_c\) and 0.998 at \(0.99\,T_c\). With the same \(L\), using \(G\) in place of \(f\) would multiply the predicted rate by 0.807 at \(0.9\,T_c\), well away from 0.976.

## 8. What the model leaves out

**Correlations.** Mean-field theory neglects correlations between neighbours. A pair cluster shows how sensitive the numbers are to this neglect. Each of \(z=3\) neighbours exerts an effective field \(h\), in energy units, on a spin. A single spin feels \(zh\). In a pair coupled by \(-J\mathbf S_1\cdot\mathbf S_2\), each spin feels \((z-1)h\) from outside. Requiring equal magnetization in both descriptions fixes \(h\).

For small \(h\), the single spin has \(\langle M\rangle=\beta zhS(S+1)/3\). With total pair spin \(S_t\), each spin of the pair has \(\langle M\rangle=\beta(z-1)h\langle S_t(S_t+1)\rangle/6\). The ordering condition is therefore

\[
\langle S_t(S_t+1)\rangle=\frac{2zS(S+1)}{z-1}=11.25,
\]

with the average taken over the pair levels at \(h=0\). At equal exchange, the resulting \(T_c\) is 0.42 of the mean-field value.

With the exchange rescaled so that \(T_c\) is again 60 K, the pair cluster at 54 K gives \(m_e=0.42\) and \(1/(2\chi)=16\) kOe, against 0.48 and 64 kOe. This fourfold drop should not be read as the effect of correlations in a real magnet, because the cluster has a defect of its own. At low temperature the pair is locked into \(S_t=3\), and the matching condition is then met at a finite \(h/kT\). The cluster therefore gives \(m_e\to0.75\) as \(T\to0\), although the ferromagnetic ground state has \(m=1\). The same construction with the Ising coupling \(-JS_1^zS_2^z\) does saturate. At equal \(T_c\) it gives \(m_e=0.63\) and \(1/(2\chi)=70\) kOe at 54 K. Matching the Curie temperature therefore secures neither \(m_e\) nor the field scale, and these clusters do not settle the size or the sign of the correction. Both also treat the lattice as free of closed loops and omit coupling between layers and long-range correlations.

**Anisotropy.** A rough low-temperature anisotropy field of 30 kOe is represented by a level energy \(-DM^2\). Equating the step from \(M=S\) to \(S-1\) with \(g\mu_BH_a\) gives \(D=g\mu_BH_a/(2S-1)=0.174\) meV. At equal \(T_c\), \(m_e\) becomes 0.485 and \(1/(2\chi)\) 64.3 kOe, changes of less than 2%. This concerns only the longitudinal field; anisotropy still governs the direction of \(\mathbf m\).

**Demagnetization.** With roughly 0.13 nm\(^3\) per spin, \(M_s=214\) emu/cm\(^3\). A film magnetized along its normal has a demagnetizing field \(4\pi M_sm_e=1.29\) kOe. To linear order it lowers \(m\) by \(\chi\times1.29\) kOe \(=0.010\), or 2% of \(m_e\).

**Thermal noise.** A uniform cell of \(N\) spins has probability proportional to \(e^{-Nf/kT}\). Near the minimum this is a Gaussian of variance

\[
\langle\delta m^2\rangle=\frac{kT}{Nf''}=\frac{kT\chi}{\mu N}.
\]

A cube of 10 nm holds about 7700 spins and has an rms noise of 0.017, or 3% of \(m_e\). For the equally coupled spins of Section 7, the counted variance exceeds this formula by 4.5% at \(N=2048\) and 2.1% at \(N=4096\). For small cells near \(T_c\) the deterministic field needs a matching noise term.

CrI\(_3\) orders far below room temperature, so these numbers illustrate a layered magnet and do not size a room-temperature recording medium. The disagreement between the two pair clusters shows that neither the mean-field \(\chi\) nor the mean-field \(m_e\) should be taken as a prediction for the material. Equation (1) can still be used with \(m_e(T)\) and \(\chi(T)\) from a better calculation or from measurement. Its first-order form needs only \(f''=\mu/\chi\) and a free energy that is smooth in \(m^2\) at \(m_e\). Beyond mean-field theory this is a real restriction: in an isotropic three-dimensional ferromagnet, spin waves make the longitudinal \(\chi\) diverge as \(H^{-1/2}\) when \(H\to0^+\) below \(T_c\). A finite \(\chi\) then requires a spin-wave gap, for instance from anisotropy, or a stated nonzero field. The estimate of \(\kappa\) and the behaviour near \(T_c\) remain mean-field results.

## 9. Implementation

As \(T\to T_c\) from below, both \(1/\chi\) and \(m_e^2\) vanish, so the form (1) is undefined at \(T_c\) itself. It is safer to tabulate two coefficients:

\[
\mathbf H_\parallel=(P-Qm^2)\mathbf m,\qquad
P=\frac1{2\chi},\qquad Q=\frac1{2\chi m_e^2}\qquad(T<T_c).
\]

By (8), \(P\to J_0(1-t)/\mu\) and \(Q\to J_0b/(\mu a^3)\) as \(T\to T_c\), so \(Q\) stays finite. Above \(T_c\) the same form holds at small \(m\) with \(P=-1/\chi\) and \(Q=J_0tb/(\mu a^3)\), and both coefficients are continuous at \(T_c\).

The tables of \(m_e\) and \(\chi\) must come from the same model or data set, since otherwise \(1/\chi\) and \(m_e^2\) may vanish at different temperatures, and \(Q\) would then diverge or fall to zero near \(T_c\). Consistent data keep \(Q\) finite and nonzero at \(T_c\) only if \(1/\chi\) and \(m_e^2\) vanish with the same power of \(1-t\), as they do in mean-field theory. In the two-dimensional Ising model, for example, \(1/\chi\propto(1-t)^{7/4}\) and \(m_e^2\propto(1-t)^{1/4}\), so \(Q\) falls to zero. The curvature at the minimum, \(\mu/\chi\), is set by \(\chi\) alone. In an explicit time integration near equilibrium, the step must be short compared with \(\tau=\chi/L\), which becomes small at low temperature if \(L\) does not fall as fast as \(\chi\). After rapid heating \(m\) can be much larger than \(m_e\). The cubic term then acts at the rate \(LQm^2=m^2/(2m_e^2\tau)\), and the step must also be short compared with \(2\tau m_e^2/m^2\). Otherwise the integration can reverse \(\mathbf m\) or diverge: at \(0.99\,T_c\), with the parameters of Section 7, a single Euler step of \(0.1\tau\) from \(m=0.9\) already reverses it. Such lengths also lie outside the range where (1) represents the force, and outside the range where the constant \(L\) of (9) holds. Replacing (1) by (3) at fixed \(L\) is therefore no cure. At \(0.99\,T_c\) and \(m=0.9\), the unlinearized rate of Section 6 is about \(-0.73w\), whereas \(L\) times (3) gives about \(-1.5w\) and \(L\) times (1) about \(-0.6w\). Far from equilibrium the full rate expression of the chosen kinetic model should be integrated. The numerical output lists the main values used here.

## Numbers as computed

```
Inputs (rough): Tc = 60 K, T = 54 K, S = 1.5, g = 2
Moment mu = 3.0 Bohr magnetons = 0.01737 meV/kOe
Exchange energy J0 = 9.3067 meV; kT = 4.6534 meV
Exchange field J0/mu = 535.9 kOe
Equilibrium m_e = 0.47880; xi_e = 0.95761
B' = 0.40368; B'' = -0.24859 (at xi_e)
chi formula = 0.007820 1/kOe; from definition = 0.007820 1/kOe
Field scale 1/(2 chi) = 63.940 kOe = 6.3940 T
Curvature f'' = 2.22065 meV; mu/chi = 2.22064 meV
Auxiliary/constrained curvature: 0.80736; beta J0 B' = 0.80736
kappa formula = 0.19791; from exact field = 0.19791
m/m_e = 0.50: exact 10.0213 kOe, LLB 11.4804 kOe, LLB with kappa 9.7764 kOe
m/m_e = 0.80: exact 8.2358 kOe, LLB 8.8170 kOe, LLB with kappa 8.1888 kOe
m/m_e = 0.90: exact 5.0463 kOe, LLB 5.2351 kOe, LLB with kappa 5.0382 kOe
m/m_e = 0.95: exact 2.7821 kOe, LLB 2.8357 kOe, LLB with kappa 2.7809 kOe
m/m_e = 1.05: exact -3.3633 kOe, LLB -3.2949 kOe, LLB with kappa -3.3617 kOe
m/m_e = 1.10: exact -7.3805 kOe, LLB -7.0719 kOe, LLB with kappa -7.3658 kOe
T/Tc = 0.9: exact/LLB field at m = 0.01 m_e: 0.83822
T/Tc = 0.99: exact/LLB field at m = 0.01 m_e: 0.98353
T/Tc = 0.999: exact/LLB field at m = 0.01 m_e: 0.99835
Counting, N = 4096, m = 0.38306: H = 8.2711 kOe; mean field 8.2351 kOe
Counted variance/formula: N=2048 1.0452, N=4096 1.0214
Shift of that ratio from N=2048 to 4096: -0.0238
L/w = 0.003669 1/kOe; tau = 2.1313 /w at 54 K
tau at 0.99 Tc = 24.6248 /w
Master-equation rate/(L/chi): 0.90 Tc 0.97609, 0.99 Tc 0.99764
Applied field 10 kOe: rise of m exact 0.06155, LLB 0.06456, linear 0.07820
Neglected effects:
Pair cluster, 3 neighbours: Tc/Tc(mean field) at equal exchange = 0.4177
Pair cluster at equal Tc: m_e = 0.4193, chi = 0.030844 1/kOe
Pair cluster at equal Tc: 1/(2 chi) = 16.21 kOe
Anisotropy field (rough) 30 kOe: D = 0.1737 meV
With D at equal Tc: m_e = 0.4849, 1/(2 chi) = 64.27 kOe
Volume per spin (rough) 0.13 nm3: saturation M = 214 emu/cm3
Film demagnetizing field = 1.288 kOe; chi times it = 0.01007
Cube of 10 nm: 7692 spins, rms noise of m = 0.01651
```
